# Shake-up doublets of core-ionized ethylene from singlet and triplet parents: a numerical check

```python
"""
Result under test: core exchange mixes the singlet- and triplet-parent
pi -> pi* doublets of core-ionized ethylene. With singlet-parent energies
eps_k, covalent coefficients C_k and neutral overlaps a_k, the energies obey
  lam + Delta - K = kappa^2 sum_k C_k^2/(lam - eps_k), kappa = sqrt(3) K/2,
and the sudden (monopole) intensities are
  I = |kappa tau sum_k a_k C_k/(lam - eps_k)|^2,
  tau^2 = 1/(1 + kappa^2 sum_k C_k^2/(lam - eps_k)^2).
Symbols: t hopping; U, V on-site and intersite pi repulsion; W = U - V;
J1, J2 core-pi Coulomb integrals; K core exchange on carbon 1;
Delta = J1 - K/2 - J2. Energies are in eV. The core-hole is on carbon 1.
The independent side is a Fock-space diagonalization from the integrals.
Core-number-changing terms are excluded by projection onto core occupation.
"""
import numpy as np
from scipy.constants import e as elementary_charge
from scipy.optimize import brentq

# Spatial orbitals: 0 = core, 1 and 2 = carbon p orbitals; spin 0 = up.
lower = np.array([[0., 1.], [0., 0.]])
parity = np.diag([1., -1.])
annihilate = []
for mode in range(6):
    operator = np.array([[1.]])
    for position in range(6):
        factor = parity if position < mode else (
            lower if position == mode else np.eye(2))
        operator = np.kron(operator, factor)
    annihilate.append(operator)
create = [a.T for a in annihilate]
number = [np.diag(create[m] @ annihilate[m]) for m in range(6)]
core_count = number[0] + number[1]
pi_count = sum(number[2:])
twice_sz = sum(number[0::2]) - sum(number[1::2])
spin_raise = sum(create[2*p] @ annihilate[2*p+1] for p in range(3))
sz = np.diag(twice_sz / 2)
spin_squared = spin_raise.T @ spin_raise + sz @ sz + sz
excitation = [[sum(create[2*p+s] @ annihilate[2*q+s] for s in range(2))
               for q in range(3)] for p in range(3)]


def sector(core, pi, two_m):
    return np.where((np.rint(core_count) == core)
                    & (np.rint(pi_count) == pi)
                    & (np.rint(twice_sz) == two_m))[0]


def fock_hamiltonian(t, U, V, J1, J2, K):
    one = np.diag([0., -(2*J1-K), -2*J2])
    one[1, 2] = one[2, 1] = -t
    two = np.zeros((3, 3, 3, 3))
    two[1, 1, 1, 1] = two[2, 2, 2, 2] = U
    two[1, 1, 2, 2] = two[2, 2, 1, 1] = V
    two[0, 0, 1, 1] = two[1, 1, 0, 0] = J1
    two[0, 0, 2, 2] = two[2, 2, 0, 0] = J2
    for p, q in [(0, 1), (1, 0)]:
        for r, s in [(0, 1), (1, 0)]:
            two[p, q, r, s] = K
    H = np.zeros((64, 64))
    for p in range(3):
        for q in range(3):
            H += one[p, q] * excitation[p][q]
    for p, q, r, s in np.argwhere(two != 0):
        term = excitation[p][q] @ excitation[r][s]
        if q == r:
            term = term - excitation[p][s]
        H += 0.5 * two[p, q, r, s] * term
    return H


def exact_spectrum(t, U, V, J1, J2, K):
    H = fock_hamiltonian(t, U, V, J1, J2, K)
    neutral = sector(2, 2, 0)
    energy, vector = np.linalg.eigh(H[np.ix_(neutral, neutral)])
    initial = np.zeros(64)
    initial[neutral] = vector[:, 0]
    sudden = annihilate[1] @ initial
    ion = sector(1, 2, 1)
    spin, spin_vector = np.linalg.eigh(spin_squared[np.ix_(ion, ion)])
    doublet = np.zeros((64, 4))
    doublet[ion] = spin_vector[:, spin < 2]
    quartet = np.zeros((64, 1))
    quartet[ion] = spin_vector[:, spin > 2]
    levels, coefficients = np.linalg.eigh(doublet.T @ H @ doublet)
    states = doublet @ coefficients
    offset = V - 2*J2
    return {"H": H, "offset": offset, "levels": levels-offset,
            "states": states, "sudden": sudden,
            "intensity": (states.T @ sudden)**2,
            "neutral": energy[0]-V,
            "quartet": (quartet.T @ H @ quartet)[0, 0]-offset,
            "quartet_intensity": (quartet.T @ sudden)[0]**2}


def derived_spectrum(t, W, Delta, K):
    ionic = np.poly1d([1, 2*Delta-W]) * np.poly1d([1, -W])
    singlet = (np.poly1d([1, Delta])*ionic
               - 2*t*t*np.poly1d([2, 2*Delta-2*W]))
    parents = np.sort(np.roots(singlet.c).real)
    C = 1/np.sqrt(1 + 2*t*t/(parents+2*Delta-W)**2
                  + 2*t*t/(parents-W)**2)
    En = W/2 - np.sqrt(W*W/4+4*t*t)
    C0 = 1/np.sqrt(1+4*t*t/(En-W)**2)
    overlap = C*C0*(1+(parents+Delta)/(En-W))
    kappa = np.sqrt(3)*K/2
    quartic = np.poly1d([1, Delta-K])*singlet - kappa**2*ionic
    levels = np.sort(np.roots(quartic.c).real)
    gap = levels[:, None]-parents[None, :]
    tau = 1/np.sqrt(1+kappa**2*np.sum(C**2/gap**2, axis=1))
    parts = kappa*tau[:, None]*overlap*C/gap
    return parents, C, En, C0, overlap, levels, tau, parts


def projected_spectrum(result, basis):
    values, vectors = np.linalg.eigh(basis.T @ result["H"] @ basis)
    return (values-result["offset"],
            (vectors.T @ (basis.T @ result["sudden"]))**2)


# Energies, intensities and sum rules for three different parameter sets.
t, U, V, J1, J2, K = 2.5, 11., 7., 16.5, 10., 1.
for values in [(t, U, V, J1, J2, K), (1.8, 10., 4., 13., 9., 0.6),
               (3., 9., 6., 14., 11., 2.)]:
    tt, uu, vv, j1, j2, kk = values
    dd = j1-kk/2-j2
    direct = exact_spectrum(*values)
    formula = derived_spectrum(tt, uu-vv, dd, kk)
    assert np.allclose(direct["levels"], formula[5], atol=1e-8)
    assert np.allclose(direct["intensity"],
                       np.sum(formula[7], axis=1)**2, atol=1e-8)
    assert abs(direct["neutral"]-formula[2]) < 1e-9
    assert abs(direct["quartet"]-(-dd-kk/2)) < 1e-9
    assert direct["quartet_intensity"] < 1e-18
    assert abs(direct["intensity"].sum()-1) < 1e-10
    centroid = direct["intensity"] @ direct["levels"]
    assert abs(centroid-(formula[2]-dd)) < 1e-9

W, Delta = U-V, J1-K/2-J2
exact = exact_spectrum(t, U, V, J1, J2, K)
parents, C, En, C0, overlap, levels, tau, parts = derived_spectrum(
    t, W, Delta, K)
intensity = np.sum(parts, axis=1)**2

# Only the difference U - V affects relative energies and intensities.
shifted = exact_spectrum(t, U-2, V-2, J1, J2, K)
assert np.allclose(shifted["levels"], exact["levels"], atol=1e-9)
assert np.allclose(shifted["intensity"], exact["intensity"], atol=1e-9)

# Explicit spin-coupled configurations in relaxed pi orbitals.
two_theta = brentq(lambda x: -2*t*np.cos(x)+Delta*np.sin(x)
                   - W*np.sin(x)*np.cos(x), 0., np.pi/2)
theta = two_theta/2
pi = np.array([np.cos(theta), np.sin(theta)])
pi_star = np.array([-np.sin(theta), np.cos(theta)])


def make(orbital, spin):
    return orbital[0]*create[2+spin] + orbital[1]*create[4+spin]


vacuum = np.eye(64)[:, 0]
up_down = make(pi, 0) @ make(pi_star, 1) @ vacuum
down_up = make(pi, 1) @ make(pi_star, 0) @ vacuum
up_up = make(pi, 0) @ make(pi_star, 0) @ vacuum
D_S = create[0] @ (up_down-down_up)/np.sqrt(2)
D_T = (np.sqrt(2/3)*create[1] @ up_up
       - np.sqrt(1/3)*create[0] @ (up_down+down_up)/np.sqrt(2))
configurations = np.column_stack([D_S, D_T])
assert np.allclose(configurations.T @ configurations, np.eye(2))
assert np.allclose(spin_squared @ configurations, 0.75*configurations)
configuration_matrix = (configurations.T @ exact["H"] @ configurations
                        - exact["offset"]*np.eye(2))
H_SS = -Delta+W*np.sin(two_theta)**2
H_TT = -Delta+K
H_ST = np.sqrt(3)*K*np.cos(two_theta)/2
assert np.allclose(configuration_matrix, [[H_SS, H_ST], [H_ST, H_TT]])
closed = create[0] @ make(pi, 0) @ make(pi, 1) @ vacuum
assert abs(closed @ exact["H"] @ D_S) < 1e-9


def closed_shell_energy(angle):
    orbital = np.array([np.cos(angle), np.sin(angle)])
    state = create[0] @ make(orbital, 0) @ make(orbital, 1) @ vacuum
    return state @ exact["H"] @ state


scan = [closed_shell_energy(x) for x in np.linspace(0, np.pi, 361)]
assert closed_shell_energy(theta) <= min(scan)+1e-9

# Parents come from the same core-hole attraction with exchange set to zero.
no_exchange = exact_spectrum(t, U, V, J2+Delta, J2, 0.)
singlet_indices = [i for i in range(4)
                   if abs(no_exchange["states"][:, i] @ D_T)**2 < 0.5]
triplet_index = [i for i in range(4) if i not in singlet_indices][0]
parent_states = no_exchange["states"][:, singlet_indices]
assert np.allclose(no_exchange["levels"][singlet_indices], parents)
assert np.allclose(no_exchange["intensity"][singlet_indices], overlap**2)
assert no_exchange["intensity"][triplet_index] < 1e-18
assert abs(abs(no_exchange["states"][:, triplet_index] @ D_T)-1) < 1e-9
couplings = np.abs(parent_states.T @ exact["H"] @ D_T)
kappa = np.sqrt(3)*K/2
assert np.allclose(couplings, kappa*C)
ionic_1 = -np.sqrt(2)*t*C[1]/(parents[1]+2*Delta-W)
ionic_2 = -np.sqrt(2)*t*C[1]/(parents[1]-W)
pi_star_weight = (C[1]*np.cos(two_theta)
                  + (ionic_2-ionic_1)*np.sin(two_theta)/np.sqrt(2))**2
assert abs(pi_star_weight-(parent_states[:, 1] @ D_S)**2) < 1e-9

# Two-state formula against direct projection of the Fock Hamiltonian.
phi = 0.5*np.arctan2(2*kappa*C[1], parents[1]-H_TT)
half_gap = np.hypot((parents[1]-H_TT)/2, kappa*C[1])
two_levels = (parents[1]+H_TT)/2 + np.array([-half_gap, half_gap])
two_intensity = overlap[1]**2*np.array([np.sin(phi)**2, np.cos(phi)**2])
two_basis = np.column_stack([parent_states[:, 1], D_T])
direct_two = projected_spectrum(exact, two_basis)
assert np.allclose(direct_two[0], two_levels)
assert np.allclose(direct_two[1], two_intensity)
assert np.max(np.abs(two_levels-levels[1:3])) < 0.1

# Restoring the main parent accounts for most of the weak-line correction.
three_basis = np.column_stack([parent_states[:, :2], D_T])
three_levels, three_intensity = projected_spectrum(exact, three_basis)
two_error = abs(two_intensity[0]-exact["intensity"][1])
three_error = abs(three_intensity[1]-exact["intensity"][1])
assert three_error < 0.25*two_error
assert two_intensity[0] > exact["intensity"][1]
assert parts[1, 0]*parts[1, 1] < 0
assert parts[2, 0]*parts[2, 1] > 0

# Quadratic intensity law for weak exchange, at fixed Delta.
small_K = 0.001
small = exact_spectrum(t, U, V, J2+Delta+small_K/2, J2, small_K)
small_index = np.argmax((small["states"].T @ D_T)**2)
coefficient = 0.75*np.sum(overlap*C/(-Delta-parents))**2
assert abs(small["intensity"][small_index]/(coefficient*small_K**2)-1) < 0.01

excitations = levels-levels[0]
attojoule_per_eV = elementary_charge*1e18
print(f"Hopping t: {t:.3f} eV")
print(f"Repulsions U, V: {U:.3f}, {V:.3f} eV")
print(f"Core Coulomb J1, J2: {J1:.3f}, {J2:.3f} eV")
print(f"Core exchange K: {K:.3f} eV")
print(f"W and Delta: {W:.3f}, {Delta:.3f} eV")
print(f"Relaxed orbital angle theta: {np.degrees(theta):.3f} degrees")
print(f"pi weights on carbons 1, 2: {pi[0]**2:.4f}, {pi[1]**2:.4f}")
print(f"Configuration H_SS, H_TT: {H_SS:.4f}, {H_TT:.4f} eV")
print(f"Configuration H_ST: {H_ST:.4f} eV")
print(f"Neutral energy E_n: {En:.4f} eV")
print(f"Neutral covalent coefficient C_0: {C0:.4f}")
print("Singlet parents: main, pi-pi*, double")
print("  energies (eV):", " ".join(f"{x:.4f}" for x in parents))
print("  covalent coefficients C:", " ".join(f"{x:.4f}" for x in C))
print("  neutral overlaps a:", " ".join(f"{x:.4f}" for x in overlap))
print(f"pi-pi* weight in singlet parent: {pi_star_weight:.4f}")
print(f"Exchange constant kappa: {kappa:.4f} eV")
print(f"Two-state coupling kappa C_S: {kappa*C[1]:.4f} eV")
print(f"Two-state mixing angle: {np.degrees(phi):.3f} degrees")
print("Two-state levels (eV):", " ".join(f"{x:.4f}" for x in two_levels))
print("Two-state intensities:", " ".join(f"{x:.5f}" for x in two_intensity))
print("Full levels: main, lower, upper, double")
print("  energies (eV):", " ".join(f"{x:.4f}" for x in levels))
print("  excitation (eV):", " ".join(f"{x:.4f}" for x in excitations))
print("  triplet weights:", " ".join(f"{x:.4f}" for x in tau**2))
print("  intensities:", " ".join(f"{x:.5f}" for x in intensity))
print("Satellite energies (aJ):", " ".join(
    f"{x*attojoule_per_eV:.4f}" for x in excitations[1:3]))
print("Satellite/main intensities (%):", " ".join(
    f"{100*x/intensity[0]:.3f}" for x in intensity[1:3]))
print("Amplitude parts: main, pi-pi*, double parents")
print("  lower satellite:", " ".join(f"{x:.5f}" for x in parts[1]))
print("  upper satellite:", " ".join(f"{x:.5f}" for x in parts[2]))
print("Total satellite amplitudes:", " ".join(
    f"{x:.5f}" for x in np.sum(parts[1:3], axis=1)))
print(f"Lower intensity with main parent restored: {three_intensity[1]:.5f}")
print(f"Quartet energy: {exact['quartet']:.4f} eV")
print(f"Quartet excitation energy: {exact['quartet']-levels[0]:.4f} eV")
print(f"Sum of intensities: {exact['intensity'].sum():.6f}")
print(f"Spectral centroid: {exact['intensity'] @ exact['levels']:.4f} eV")
print(f"Sum-rule value E_n - Delta: {En-Delta:.4f} eV")
print(f"Weak-exchange coefficient I/K^2: {coefficient:.5f} eV^-2")
print("every check passed")
```

Output:

```
Hopping t: 2.500 eV
Repulsions U, V: 11.000, 7.000 eV
Core Coulomb J1, J2: 16.500, 10.000 eV
Core exchange K: 1.000 eV
W and Delta: 4.000, 6.000 eV
Relaxed orbital angle theta: 26.957 degrees
pi weights on carbons 1, 2: 0.7945, 0.2055
Configuration H_SS, H_TT: -3.3876, -5.0000 eV
Configuration H_ST: 0.5101 eV
Neutral energy E_n: -3.3852 eV
Neutral covalent coefficient C_0: 0.8281
Singlet parents: main, pi-pi*, double
  energies (eV): -11.0000 -4.2170 5.2170
  covalent coefficients C: 0.6396 0.6970 0.3242
  neutral overlaps a: 0.8882 0.4378 -0.1393
pi-pi* weight in singlet parent: 0.9103
Exchange constant kappa: 0.8660 eV
Two-state coupling kappa C_S: 0.6036 eV
Two-state mixing angle: 28.516 degrees
Two-state levels (eV): -5.3279 -3.8890
Two-state intensities: 0.04368 0.14799
Full levels: main, lower, upper, double
  energies (eV): -11.0512 -5.2925 -3.8811 5.2247
  excitation (eV): 0.0000 5.7587 7.1701 16.2759
  triplet weights: 0.0085 0.7547 0.2361 0.0008
  intensities: 0.78810 0.01831 0.17464 0.01895
Satellite energies (aJ): 0.9226 1.1488
Satellite/main intensities (%): 2.324 22.159
Amplitude parts: main, pi-pi*, double parents
  lower satellite: 0.07488 -0.21345 0.00323
  upper satellite: 0.03358 0.38223 0.00209
Total satellite amplitudes: -0.13533 0.41790
Lower intensity with main parent restored: 0.01950
Quartet energy: -6.5000 eV
Quartet excitation energy: 4.5512 eV
Sum of intensities: 1.000000
Spectral centroid: -9.3852 eV
Sum-rule value E_n - Delta: -9.3852 eV
Weak-exchange coefficient I/K^2: 0.00215 eV^-2
every check passed
```
